# The Speed Distribution of Atoms in an Ideal Effusive Beam, part 2

A film-growth calculation must give each atom launched from an effusion cell a speed, drawn from either a \(v^2\) or a \(v^3\) law. The cell holds a dilute gas of atoms of mass \(m\), with number density \(n\), at temperature \(T\); \(k\) is the Boltzmann constant, \(v\) the speed, \(u\) one Cartesian velocity component, \(\theta\) the angle from the orifice's outward normal, and \(d\Omega\) the element of solid angle. Speeds are in m/s, energies in J or eV.

The beam is ideal under these conditions:

1. The orifice is small enough to leave the gas in equilibrium.
2. Its wall is thin compared with its width.
3. The mean free path in the gas is much larger than that width.
4. After leaving, atoms do not collide with each other, and gravity is negligible.

For the gas,

\[
\alpha^2=\frac{2kT}{m},
\tag{1}
\]

\[
\varphi(u)=\frac{1}{\sqrt{\pi}\,\alpha}\,e^{-u^2/\alpha^2}.
\tag{2}
\]

The speed distribution, mean speed and mean square speed are

\[
F(v)=4\pi v^2 f(\mathbf v)=\frac{4v^2}{\sqrt{\pi}\,\alpha^3}\,e^{-v^2/\alpha^2},
\tag{4}
\]

\[
\bar v=\int_0^\infty vF(v)\,dv=\frac{4\alpha}{\sqrt{\pi}}\,I_3=\frac{2\alpha}{\sqrt{\pi}},
\tag{8}
\]

\[
\langle v^2\rangle_{\rm cell}=\frac{4\alpha^2}{\sqrt{\pi}}\,I_4=\frac{3}{2}\alpha^2=\frac{3kT}{m},
\tag{9}
\]

where \(f(\mathbf v)\) is the density in velocity space. The integrals are

\[
I_p=\int_0^\infty x^p e^{-x^2}dx ,
\tag{5}
\]

\[
I_{p+2}=\left[-\tfrac12x^{p+1}e^{-x^2}\right]_0^\infty+\frac{p+1}{2}\int_0^\infty x^pe^{-x^2}dx
=\frac{p+1}{2}\,I_p ,
\tag{6}
\]

\[
I_2=\frac{\sqrt{\pi}}{4},\quad I_3=\frac12,\quad I_4=\frac{3\sqrt{\pi}}{8},\quad I_5=1 ,
\tag{7}
\]

with \(I_1=\tfrac12\). For the outward directions and the flux,

\[
\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=2\pi\left[\tfrac12\sin^2\theta\right]_0^{\pi/2}=\pi ,
\tag{12}
\]

\[
n\int_0^\infty u\,\varphi(u)\,du=\frac{n\alpha}{\sqrt{\pi}}\,I_1=\frac{n\alpha}{2\sqrt{\pi}}.
\tag{15}
\]

Atoms leaving per unit time have the speed distribution

\[
g(v)=\frac{vF(v)}{\bar v},
\tag{16}
\]

\[
g(v)=\frac{2v^3}{\alpha^4}\,e^{-v^2/\alpha^2}
=\frac{m^2v^3}{2(kT)^2}\,\exp\!\left(-\frac{mv^2}{2kT}\right),
\tag{17}
\]

independent of direction; their number per unit solid angle varies as \(\cos\theta\).

A simulation followed 20 million atoms along straight lines in a box and recorded the 222 253 that escaped through a hole. The largest gap between cumulative fractions was 0.0016 for the \(v^3\) law and 0.17 for the \(v^2\) law.

### The maximum of the flux distribution

The logarithm of (17) is \(\ln g=\text{const}+3\ln v-mv^2/2kT\). Since the logarithm is an increasing function, \(g\) and \(\ln g\) have their maxima at the same speed. The condition is

\[
\frac{d\ln g}{dv}=\frac{3}{v}-\frac{mv}{kT}=0 ,
\tag{18}
\]

and its single positive solution is

\[
v_*=\sqrt{\frac{3kT}{m}}=\sqrt{\tfrac32}\,\alpha .
\tag{19}
\]

The second derivative,

\[
\frac{d^2\ln g}{dv^2}=-\frac{3}{v^2}-\frac{m}{kT},
\tag{20}
\]

is negative at every speed, so (19) is the one maximum. At \(v=v_*\) the two terms of (20) are equal and add up to \(-2m/kT=-4/\alpha^2\). Near the maximum, therefore,

\[
g(v)\approx g(v_*)\left[1-\frac{2(v-v_*)^2}{\alpha^2}\right].
\tag{21}
\]

The top is flat, which limits how well it can be located from counted atoms. In the simulation of the first half, a smooth curve through the speed histogram had its maximum at \(1.235\alpha\), while (19) gives \(1.2247\alpha\). The two positions differ by about \(0.01\alpha\), roughly twice the scatter of \(0.005\alpha\) that counting noise gives the fitted peak for this number of atoms, and by (21) the heights of \(g\) at these positions differ by two parts in ten thousand. A numerical maximization of the flux, computed by integrating the normal velocity over the outward directions, has no counting noise and agrees with (19).

The speed \(v_*\) equals the root-mean-square speed of the gas in the cell, as (9) shows. The number 3 has the same origin in both. In \(d\) dimensions each velocity component contributes \(kT/m\) to the mean square speed, which makes \(d\,kT/m\). The shell in velocity space grows as \(v^{d-1}\), the arrival factor makes this \(v^d\), and the condition corresponding to (18) is \(d/v=mv/kT\), so that the squared peak speed is again \(d\,kT/m\). The equality links a peak of the beam with an average of the gas. The root-mean-square speed of the beam itself is higher.

### Mean speed and energy of the arriving atoms

With \(v=\alpha x\), the averages over (17) are

\[
\langle v\rangle_{\rm beam}=2\alpha I_4=\frac{3\sqrt{\pi}}{4}\,\alpha ,
\qquad
\langle v^2\rangle_{\rm beam}=2\alpha^2I_5=2\alpha^2=\frac{4kT}{m}.
\tag{22}
\]

The mean kinetic energy per arriving atom is

\[
\langle E\rangle_{\rm beam}=\tfrac12m\,\langle v^2\rangle_{\rm beam}=2kT ,
\tag{23}
\]

compared with \(\tfrac32kT\) in the gas. The Cartesian components show where the extra \(\tfrac12kT\) sits. The rate of crossing is proportional to the normal component \(u\), so averages over the flux carry the weight \(u\,\varphi(u)\) for this component:

\[
\langle u^2\rangle_{\rm normal}
=\frac{\int_0^\infty u^3\varphi(u)\,du}{\int_0^\infty u\,\varphi(u)\,du}
=\alpha^2\,\frac{I_3}{I_1}=\alpha^2 .
\tag{24}
\]

Its energy is \(\tfrac12m\alpha^2=kT\). The two components parallel to the wall do not affect the rate of crossing and keep their equilibrium averages,

\[
\int_{-\infty}^{\infty}u^2\varphi(u)\,du=\frac{2\alpha^2}{\sqrt{\pi}}\,I_2=\frac{\alpha^2}{2},
\tag{25}
\]

with energy \(\tfrac14m\alpha^2=\tfrac12kT\) each. The sum is \(kT+\tfrac12kT+\tfrac12kT=2kT\), as in (23). On average over all outward directions, the additional energy belongs to the motion along the normal. This split does not hold for the atoms that fly in one given direction. Their mean energy is also \(2kT\), because speed and angle are independent, but all of it is motion along that direction. The additional energy arises by selection: the atoms that leave take away more than the average energy of the gas, and the heater has to replace it if \(T\) is to stay constant.

### The share of slow atoms

The fraction of the flux with speeds below \(v\) follows from (17) with the substitution \(t=v'^2/\alpha^2\), for which \(2v'^3dv'/\alpha^4=t\,dt\). With \(x=v/\alpha\),

\[
G(v)=\int_0^{x^2}t\,e^{-t}dt=\left[-(1+t)e^{-t}\right]_0^{x^2}=1-(1+x^2)\,e^{-x^2}.
\tag{26}
\]

For the gas in the cell, integration by parts as in (6), now with the upper limit \(x\), gives

\[
C(v)=\frac{4}{\sqrt{\pi}}\int_0^xy^2e^{-y^2}dy
=\operatorname{erf}(x)-\frac{2x}{\sqrt{\pi}}\,e^{-x^2},
\tag{27}
\]

where \(\operatorname{erf}(x)=(2/\sqrt{\pi})\int_0^xe^{-y^2}dy\). For \(x\ll1\) the exponentials under the integrals can be replaced by 1, and then \(G\approx x^4/2\) and \(C\approx4x^3/(3\sqrt{\pi})\). The beam is poorer in slow atoms by the factor

\[
\frac{G}{C}\approx\frac{3\sqrt{\pi}}{8}\,x\qquad(x\ll1).
\tag{28}
\]

The difference \(C-G\) is largest where its derivative \(F-g\) vanishes, which by (16) happens at \(v=\bar v\). There \(x=2/\sqrt{\pi}\), and (26) and (27) give \(C-G\approx0.53-0.36=0.17\). This is the gap that the simulation showed between the escaped atoms and the \(v^2\) law.

### Atoms arriving and atoms present

The distribution \(g\) describes atoms that cross a surface in a given time. A film that captures every atom, or a fixed fraction of them at every speed, collects this distribution. A different one is found by asking which atoms are present in a short stretch of the beam at one instant. Let the stretch have length \(\ell\) along the flight path, and let the beam be steady. An atom of speed \(v\) stays in it for the time \(\ell/v\). The number present is the rate of arrival times the time of stay, and so it is proportional to \(g(v)/v\). From (16), \(g(v)/v=F(v)/\bar v\), and since \(F\) is normalized, the normalized distribution of the atoms present is

\[
h(v)=\bar v\,\frac{g(v)}{v}=F(v).
\tag{29}
\]

The atoms present in the beam have the same speed distribution as the gas in the cell, with its peak at \(\alpha\), although their directions are restricted and their density is lower, the more so the farther they are from the orifice. A detector that ionizes a small fraction of the passing atoms, with a probability proportional to their time of stay, therefore records the \(v^2\) law. Its counts have to be multiplied by \(v\) before they describe what reaches the film.

This was tested with the escaped atoms of the simulation. They were released at random past times, and those found within a fixed range of distances from the source were selected. The 9818 atoms present had a largest gap of 0.009 from the \(v^2\) law and of 0.18 from the \(v^3\) law. Random gaps are here of the order of \(1/\sqrt{9818}\approx0.01\).

### Peaks in other variables

A most probable value belongs to the variable in which the distribution is expressed. Let \(g_E(E)\) be the flux distribution per unit kinetic energy. The same atoms are counted in \(dE\) and in \(dv\), so \(g_E\,dE=g\,dv\) with \(dE=mv\,dv\). Using (17) and \(v^2=2E/m\),

\[
g_E(E)=\frac{g(v)}{mv}=\frac{mv^2}{2(kT)^2}\,e^{-E/kT}=\frac{E}{(kT)^2}\,e^{-E/kT}.
\tag{30}
\]

The condition \(1/E-1/kT=0\) puts its maximum at \(E=kT\). An atom of this energy has the speed \(\sqrt{2kT/m}=\alpha\), not \(v_*\), whose energy is \(\tfrac32kT\). There is no contradiction. An energy interval \(dE\) covers the speed interval \(dE/(mv)\), which becomes narrower as \(v\) grows, and this moves the peak towards lower speeds.

Flight times behave similarly. If a very short pulse of the beam is released and travels a distance \(L\), an atom arrives at \(t=L/v\), and \(|dv/dt|=L/t^2\). The number arriving per unit time is

\[
p(t)=g\!\left(\frac{L}{t}\right)\frac{L}{t^2}
=\frac{2L^4}{\alpha^4t^5}\,\exp\!\left(-\frac{L^2}{\alpha^2t^2}\right).
\tag{31}
\]

Setting \(d\ln p/dt=-5/t+2L^2/(\alpha^2t^3)\) to zero gives \(t=\sqrt{2/5}\,L/\alpha\). This is earlier than \(L/v_*=\sqrt{2/3}\,L/\alpha\) by the factor \(\sqrt{3/5}\). For a detector that counts every arriving atom, the speed \(L/t\) read from the peak of the signal is thus \(\sqrt{5/2}\,\alpha\), not the most probable speed of the flux. An ionizing detector weights each atom with \(1/v=t/L\). Its signal varies as \(t^{-4}\exp(-L^2/\alpha^2t^2)\), and the condition \(-4/t+2L^2/(\alpha^2t^3)=0\) puts its peak at \(L/t=\sqrt2\,\alpha\), which again differs from \(v_*\).

### Manganese at 1200 K

Take a cell with manganese vapour at a chosen temperature of 1200 K, treated as single atoms of mass \(54.938\ \mathrm u=9.1227\times10^{-26}\) kg. The thermal energy is \(kT=1.6568\times10^{-20}\) J, or 0.1034 eV. From (1) and (19),

\[
\alpha=\sqrt{\frac{2\times1.6568\times10^{-20}}{9.1227\times10^{-26}}}\ \mathrm{m/s}=603\ \mathrm{m/s},
\]

\[
v_*=\sqrt{\frac{3\times1.6568\times10^{-20}}{9.1227\times10^{-26}}}\ \mathrm{m/s}=738\ \mathrm{m/s}.
\]

The mean speed in the cell is \(2\alpha/\sqrt{\pi}=680\) m/s. In the flux, (22) gives a mean speed of \(1.329\times602.7=801\) m/s and a root-mean-square speed of \(\sqrt2\times602.7=852\) m/s. The mean energy per arriving atom is \(2\times0.1034=0.207\) eV, in every direction of the beam. Averaged over all atoms that leave the orifice, 0.103 eV of this belongs to the motion along its normal and 0.052 eV to each of the other two directions. For a small film on the axis, nearly all of the 0.207 eV is motion along the normal.

For the atoms slower than 300 m/s, \(x=300/602.7=0.498\) and \(x^2=0.248\). Equation (26) gives

\[
G=1-1.248\,e^{-0.248}=0.026 .
\]

The gas in the cell has 8.0 % of its atoms below this speed. The ratio is \(2.61/8.01=0.33\), and the low-speed estimate (28) gives \(0.665\times0.498=0.33\) as well.

The two distributions, in units of \(10^{-3}\) s/m, compare as follows.

| \(v\) (m/s) | gas, \(F\) | flux, \(g\) |
|---|---|---|
| 200 | 0.369 | 0.109 |
| 400 | 1.062 | 0.625 |
| 600 | 1.377 | 1.215 |
| 800 | 1.133 | 1.333 |
| 1000 | 0.657 | 0.966 |
| 1200 | 0.282 | 0.497 |

Between 600 and 800 m/s the flux distribution overtakes that of the gas, in agreement with the crossing at \(\bar v=680\) m/s required by (16). At 800 m/s the ratio of the entries is \(1.333/1.133=1.18\), which is \(800/680\).

Over a path of 0.30 m, an atom with the speed \(v_*\) flies for \(0.30/738=4.1\times10^{-4}\) s, or 0.41 ms. No vapour pressure has entered these numbers. Whether a given cell meets conditions 3 and 4 at this temperature has to be checked separately, from its pressure and the width of its orifice. The complete values are in the numerical output.

### Drawing launch velocities

For a cell that meets conditions 1 to 4, the decision posed at the start can now be put into a rule. A crucible with a wide opening may violate the first three of them, the second because its side walls can act as a channel, and the rule is then not guaranteed to give the right speeds or directions. Let the \(z\) axis be the outward normal. The flux weight \(v_z\varphi(v_z)\), normalized with (15), gives the distribution \((2v_z/\alpha^2)e^{-v_z^2/\alpha^2}\) for \(v_z>0\). Its cumulative fraction is \(1-e^{-v_z^2/\alpha^2}\). Setting the remainder \(e^{-v_z^2/\alpha^2}\) equal to a random number \(R\), uniform between 0 and 1, yields

\[
v_z=\alpha\sqrt{-\ln R}.
\tag{32}
\]

The components \(v_x\) and \(v_y\) are drawn from the Gaussian (2), whose variance is \(\alpha^2/2\) by (25). The product of the three distributions is

\[
\frac{2v_z}{\pi\alpha^4}\,e^{-v^2/\alpha^2}=\frac{2v\cos\theta}{\pi\alpha^4}\,e^{-v^2/\alpha^2}.
\]

Multiplication by \(v^2dv\,d\Omega\) and integration over the outward directions with (12) returns \(g(v)\,dv\), so the rule produces both the \(v^3\) law and the cosine law. Each atom launched in this way carries the same share of the flux. If speeds are drawn from \(F\) instead, with directions from the cosine law, each atom has to carry the weight \(v/\bar v\), as (16) requires.

## Table of computed values

```
Mn atomic mass (input): 54.938 u = 9.1227e-26 kg
cell temperature (input): 1200 K
kT: 1.6568e-20 J = 0.1034 eV
cell gas, most probable speed alpha: 602.7 m/s
cell gas, mean speed: 680.1 m/s
cell gas, rms speed: 738.1 m/s
flux / number density (mean speed / 4): 170.0 m/s
beam flux, most probable speed, formula: 738.1 m/s
beam flux, most probable speed, numerical: 738.1 m/s
beam flux, mean speed: 801.2 m/s
beam flux, rms speed: 852.3 m/s
mean energy in cell: 0.1551 eV
mean energy in beam flux: 0.2068 eV
  part from motion along normal: 0.1034 eV
  part from each side direction: 0.0517 eV
flux per energy, peak energy: 0.1034 eV
flux per energy, speed at peak: 602.7 m/s
speed limit for slow atoms (input): 300 m/s
slow fraction in cell: 8.01 %
slow fraction in beam flux: 2.61 %
flight path (input): 0.30 m
flight time at beam peak speed: 0.4064 ms
speed (m/s), cell density, beam flux density (both in 1e-3 s/m)
    200  0.3694  0.1086
    400  1.0618  0.6245
    600  1.3775  1.2153
    800  1.1329  1.3327
   1000  0.6570  0.9661
   1200  0.2817  0.4971
   1400  0.0916  0.1886
   1600  0.0229  0.0540
simulation, atoms followed: 20000000
simulation, atoms escaped: 222253 (expected 221557)
simulation, peak speed / alpha: 1.235
formula, peak speed / alpha: 1.2247
escaped atoms, largest gap to v^3 law: 0.0016
escaped atoms, largest gap to v^2 law: 0.1695
escaped atoms, largest gap to cosine law: 0.0017
mean speed / alpha within 30 deg of normal: 1.3274
mean speed / alpha beyond 60 deg: 1.3296
standard error of their difference: 0.0029
snapshot, atoms present: 9818
snapshot, largest gap to v^2 law: 0.0093
snapshot, largest gap to v^3 law: 0.1751
```
